Permitted gate-stack lifetime when one dielectric breakdown is tolerated

**Question**

I am working on a reliability exercise for high-k gate stacks. Breakdown times have a Weibull distribution with slope 1, and at most a fraction 10⁻⁴ of the chips may fail. I am asked to show that if a chip survives its first breakdown and fails at the second, the permitted operating time grows about 140-fold.

I have two arguments, and they disagree with this and with each other. With slope 1 the breakdown rate is constant, so the second breakdown should take on average as long again as the first. That gives a factor of 2. On the other hand, if one breakdown has probability F, I would give two breakdowns the probability F². Setting F² = 10⁻⁴ gives F = 10⁻², which is a factor of 100. Where does 140 come from, and would a real gate stack deliver it?

**Answer**

Your first argument is correct, but it concerns the mean life, while the permitted time is set by the earliest failures. Your second looks at the right part of the distribution but miscounts the ways in which two breakdowns can happen. Both points become clear once the distribution of the second breakdown is derived.

**What is being assumed**

Let t be the time under constant stress and η the characteristic time of the whole chip, at which a fraction 1 − 1/e, about 63 percent, of chips have had at least one breakdown. The Weibull law for the first breakdown is

F₁ = 1 − exp(−H), H = (t/η)^β,

where β is the slope. Here β = 1, so H = t/η. I keep H as the variable because the counting does not depend on β. The algebra is dimensionless and contains no atomic constants.

Three further assumptions are needed:

1. Breakdowns at different places are independent.
2. The first breakdown spot stays harmless and leaves the stress elsewhere unchanged.
3. Breakdowns are counted over the whole chip. One is tolerated anywhere on it, not one in every transistor.

**The probability of no breakdown and of one**

Divide the gate area into N equal cells. The chip is free of breakdown if every cell is, and the cells are independent, so the survival probability of the chip is the product of N equal factors. That product must be exp(−H), so each cell survives with probability exp(−H/N) and breaks with probability 1 − exp(−H/N).

No broken cell:

P₀ = [exp(−H/N)]^N = exp(−H).

One broken cell, which may be any of the N, with the other N − 1 intact:

P₁ = N [1 − exp(−H/N)] exp(−H(N−1)/N).

The last exponential is exp(−H) exp(H/N). Multiplying exp(H/N) into the bracket gives

P₁ = N [exp(H/N) − 1] exp(−H).

Now expand the exponential in the bracket:

N [exp(H/N) − 1] = H + H²/(2N) + …

A breakdown spot is very small compared with the gate area, so N is large and the correction vanishes. Therefore

P₁ = H exp(−H).

These are the first two terms of a Poisson distribution, and H is the expected number of breakdowns on the chip.

**The two failure criteria**

If the first breakdown is fatal, the chip survives with probability P₀. Setting the failed fraction equal to the target F gives

1 − exp(−H₁) = F, so H₁ = −ln(1 − F).

For F = 10⁻⁴ this is H₁ = 1.00005 × 10⁻⁴.

If the second breakdown is fatal, the chip survives with either none or one, so

F₂ = 1 − P₀ − P₁ = 1 − (1 + H) exp(−H).

Its derivative is

dF₂/dH = −exp(−H) + (1 + H) exp(−H) = H exp(−H),

which is positive for H > 0. F₂ rises steadily from 0 to 1, and the equation F₂ = F has one root, H₂. Since F₂ vanishes at H = 0, it can also be written as

F₂ = ∫₀ᴴ x exp(−x) dx.

**Enclosing the answer by hand**

Between 0 and H the factor exp(−x) lies between exp(−H) and 1. Taking these two values out of the integral gives

(H²/2) exp(−H) ≤ F₂ ≤ H²/2.

Define s = √(2F), which is 0.0141421 here. At the root F₂ = F, the right-hand inequality says H₂² ≥ 2F, so H₂ ≥ s. The left-hand one says H₂² exp(−H₂) ≤ 2F, so

s ≤ H₂ ≤ s exp(H₂/2).

The upper bound still contains H₂, so a rough limit on it is needed first. At H = 0.02 the lower bound on F₂ is 0.0002 × exp(−0.02) = 1.96 × 10⁻⁴. This already exceeds the target, so H₂ < 0.02. Then

H₂ < 0.0141422 × exp(0.01) < 0.014285.

With β = 1 the times are t₁ = ηH₁ and t₂ = ηH₂, so η cancels in the ratio. Dividing both bounds by H₁ gives

141.4 < t₂/t₁ < 142.9.

This proves the statement in the exercise.

**A sharper value**

Use exp(−x) = 1 − x + x²/2 − … in the integral:

F₂ = H²/2 − H³/3 + H⁴/8 − …

Set this equal to F = s²/2 and multiply by 2:

s² = H² − 2H³/3 + H⁴/4 − …

Try H = s + a s² + b s³. Up to fourth order in s,

H² = s² + 2a s³ + (a² + 2b) s⁴,
H³ = s³ + 3a s⁴,
H⁴ = s⁴.

The coefficient of s³ must vanish, so 2a − 2/3 = 0 and a = 1/3. The coefficient of s⁴ must vanish too:

a² + 2b − 2a + 1/4 = 0,
2b = 2/3 − 1/9 − 1/4 = 11/36,

so b = 11/72. Hence

H₂ = s + s²/3 + 11s³/72 + …

The three terms are 0.0141421, 0.0000667 and 0.0000004. The sum is H₂ = 0.0142092, and

t₂/t₁ = 0.0142092 / 0.000100005 = 142.1.

To leading order H₁ = F and H₂ = √(2F), which gives the simple rule

t₂/t₁ ≈ √(2/F) (β = 1, F ≪ 1).

For this target the rule gives 141.4.

As a separate check, the failed fractions can be found by summing binomial probabilities for 100 000 cells, without taking the Poisson limit. Solving for the two permitted times then gives a ratio of 142.09, the same as the formula to the digits shown.

**What was wrong with the two arguments**

Squaring F is right for a different event: two separately named areas, each with breakdown probability F, both breaking. Here the two breakdowns may occur anywhere on one chip. Among N cells there are N(N−1)/2 pairs, and each pair breaks with probability close to (H/N)². For large N the product is H²/2. The 1/2 is there because exchanging the two cells does not make a new pair. Setting H²/2 = F instead of H² = F raises H from √F to √(2F), and the factor from 100 to 141.

The mean-life argument is also sound. The mean of a positive random time is the integral of its survival probability. In units of η,

mean first life = ∫₀^∞ exp(−H) dH = 1,
mean second life = ∫₀^∞ (1 + H) exp(−H) dH = 1 + 1 = 2.

So the mean only doubles. A simulation of 100 000 chips with 200 cells each gave 1.008 and 2.016. The standard error of the first value is 1/√100000 = 0.003, so it lies about two and a half standard errors high. For the second, only 199 cells remain after the first breakdown, so the expected value with 200 cells is 1 + 200/199 = 2.005 rather than 2. Its standard error is about √2/√100000 = 0.0045, so it also lies about two and a half standard errors high. The two deviations are not independent, because each second life contains the first.

The gain depends strongly on which part of the distribution is used:

- F = 0.5: gain 2.42
- F = 10⁻²: gain 14.8
- F = 10⁻⁴: gain 142
- F = 10⁻⁶: gain 1415

At small F, early failure by the first criterion needs one rare event, with probability H. By the second it needs two, with probability H²/2. The stricter the target, the more the second requirement helps. The large factor is therefore a property of the early tail and does not mean that a typical chip lives 140 times longer.

**Other Weibull slopes**

For general β the values H₁ and H₂ are unchanged, because they come from counting. Only the conversion to time changes. From t = ηH^(1/β),

t₂/t₁ = (H₂/H₁)^(1/β).

At the same target this gives 246 for β = 0.9 and 90.5 for β = 1.1. The figure of 140 thus belongs to unit slope, and a 10 percent error in the slope changes it considerably.

**A numerical example**

Take a hafnium-oxide gate stack on a thin silicon-oxide interlayer. The following are rough typical values for this class of stack, not data for a particular process. A test capacitor of 10⁻⁶ cm² has a characteristic life of 100 s at 2.0 V and 398 K. Life varies with voltage as V⁻ⁿ with n = 40. The chip has 0.1 cm² of gate area and runs at 0.9 V and the same temperature. It must last 10 years.

The voltage reduction multiplies the life by

(2.0/0.9)⁴⁰ = 7.44 × 10¹³.

The chip contains 0.1/10⁻⁶ = 10⁵ capacitor areas. It is free of breakdown if all of them are, so its H is 10⁵ times larger at a given time. For β = 1 its characteristic time is 10⁵ times shorter:

η = 100 s × 7.44 × 10¹³ / 10⁵ = 7.44 × 10¹⁰ s,

or 2359 years. The permitted times are

t₁ = 2359 × 1.00005 × 10⁻⁴ = 0.236 years (7.4 × 10⁶ s),
t₂ = 2359 × 0.0142092 = 33.5 years (1.06 × 10⁹ s).

In this model the chip misses the ten-year requirement if the first breakdown is fatal and meets it if one is tolerated.

The gain can be spent on voltage instead of time. Let V₁ and V₂ be the voltages that give the same permitted life under the two criteria. Since η is proportional to V⁻ⁿ, equal lives mean

V₁⁻ⁿ H₁ = V₂⁻ⁿ H₂, so V₂/V₁ = (H₂/H₁)^(1/n) = 142.1^(1/40) = 1.132.

For 10 years the permitted voltages are 0.820 V and 0.928 V. A large factor in time becomes a modest 13 percent in voltage because life depends so steeply on voltage.

**If the first spot does not stay harmless**

This is the assumption to worry about most. Suppose that after the first breakdown the rate of failure is g times the original breakdown rate. Measuring time in units of η, the probabilities of no breakdown and of one tolerated breakdown obey

dP₀/dH = −P₀, dP₁/dH = P₀ − gP₁.

The first gives P₀ = exp(−H). Multiply the second by exp(gH) and move the P₁ term to the left:

d[P₁ exp(gH)]/dH = exp((g−1)H).

Integrating from 0, where P₁ = 0, and dividing by exp(gH) gives

P₁ = [exp(−H) − exp(−gH)]/(g − 1).

The failed fraction is therefore

F = 1 − P₀ − P₁ = 1 − [g exp(−H) − exp(−gH)]/(g − 1).

To second order in H, the square bracket is

g(1 − H + H²/2) − (1 − gH + g²H²/2) = (g − 1) − g(g − 1)H²/2,

so F ≈ gH²/2 as long as gH is small. The permitted time then falls as 1/√g.

A soft breakdown spot can grow until it conducts too much. As a simple model, let it harden into a fatal one at a constant rate 1/τ. A second breakdown occurs at rate 1/η, and either event ends the life, so the total rate is 1/η + 1/τ and

g = 1 + η/τ.

The hardening time is thus compared with η, not with the service life. For τ = η we have g = 2 and the gain falls to 100. For τ = 10 years, g = 1 + 2359/10 = 236.9. The full formula then gives t₂ = 2.25 years and a gain of 9.5. A hardening time equal to the required life is far too short: in this model τ must be at least 229 years for the chip to reach 10 years.

The reason is that, with a constant hardening rate, a spot can harden soon after it forms. Take τ = 229 years. Within 10 years a fraction 10/2359 = 0.0042 of the chips acquires a spot. These spots are then 5 years old on average, so only about 5/229, or 2 percent, of them have hardened. That is already about 9 × 10⁻⁵ of all chips, nearly the whole target. If instead no spot could harden within the first 10 years, hardening would not affect the ten-year verdict.

**If breakdowns are not independent**

Suppose a fraction q of first breakdowns brings a second one at once, for example by damaging the neighbouring oxide. Only the fraction 1 − q of first breakdowns now leads to the tolerated state:

dP₁/dH = (1 − q)P₀ − P₁.

Multiplying by exp(H) and integrating gives P₁ = (1 − q)H exp(−H), so

F = 1 − exp(−H)[1 + (1 − q)H] ≈ qH + H²/2 for small q and H.

The first term is a single rare event again, and it falls more slowly than H² as H is reduced. At H = H₂ the two terms are equal when q = H₂/2 = 0.0071. Even q = 0.01 roughly halves the gain, to 73.6, and reduces t₂ to 17.4 years. For the gain to stay near 142, q must be about 0.001 or less; at q = 0.001 it is still 132.

Variation between chips also lowers the gain. Let the breakdown rate of a chip be r times the average, with mean r equal to 1 and variance v. For small H the first criterion averages rH, which gives H. The second averages r²H²/2, which gives (1 + v)H²/2, because the mean of r² is 1 + v. The gain is therefore divided by about √(1 + v). For v = 0.5 and a gamma distribution of rates, the full calculation gives 116.

**How this compares with a real gate stack**

The example lies in the regime of thin hafnium-oxide stacks, where slopes near 1 and voltage exponents of some tens are reasonable rough values. Real devices can violate the assumption of a permanently harmless first spot, since the leakage of a breakdown spot can grow under continued stress. With the hardening time of 10 years assumed above, that alone moves the gain from 142 to 9.5 and reverses the ten-year verdict.

The absolute times have further uncertainties. In each of the following cases the other inputs are held fixed, including the 100 s life of the test capacitor:

- **Voltage exponent.** With n = 38 instead of 40, both times fall by (2.0/0.9)² = 4.9, and t₂ becomes 6.8 years. The ratio is unchanged, but the chip now misses its requirement. The extrapolation from 2.0 V to 0.9 V spans almost 14 powers of ten in time.
- **Slope.** For β = 0.9 the ratio rises to 246, yet t₂ falls to 5.8 years. The slope also enters the area scaling, as (10⁵)^(1/β), and the step from η to the early tail. A larger gain does not mean a longer life: in this example t₂ drops below 10 years once β is below about 0.93. The two permitted times also correspond to failed fractions of only about 10⁻⁹ and 1.4 × 10⁻⁷ for a single test capacitor, far below what a sample of capacitors reaches, so a single slope over this whole range is an assumption, and a two-layer stack need not obey it.
- **Temperature.** With an assumed activation energy of 0.6 eV, a chip 10 K hotter has both times divided by 1.54. Then t₂ is 21.8 years and the ratio is unchanged.

The circuit must also tolerate the spot electrically. Take a spot current of 10 µA and a tunnelling current density of 1 A/cm², again as rough values. The whole chip then tunnels 0.1 A, and the spot adds one part in 10⁴, which is negligible for the total power. For a single transistor with an on-current of 50 µA, however, the spot carries a fifth of that current. Whether this is harmless depends on the circuit in which the transistor sits.

So the factor of about 140 is right for the problem as set. It may be used as a design margin only if no more than about one first breakdown in a thousand brings a second one at once, the slope in the early tail is known not to exceed 1 by more than about 0.015 (β = 1.015 already gives 132, and β = 1.05 gives 112), the breakdown rate varies little from chip to chip (v below about 0.15), and the first spot is shown to stay harmless, both electrically and over time. Even then it is a factor on t₁, which carries all the uncertainties in the absolute times listed above. The numerical output below lists most of the values used here.

Values computed for the example and the checks

```
failure target F: 1.0e-04
H1, first breakdown fatal: 1.000050e-04
H2, second breakdown fatal: 1.420924e-02
sqrt(2F): 1.414214e-02
upper bound s*exp(H2/2): 1.424297e-02
H2 from three-term series: 1.420923e-02
gain t2/t1: 142.09
leading estimate sqrt(2/F): 141.42
gain from binomial sums, 100000 cells: 142.09
gain at target 5e-01: 2.42
gain at target 1e-02: 14.78
gain at target 1e-06: 1414.88
simulated mean first life / eta: 1.008
simulated mean second life / eta: 2.016
stress life of test capacitor: 100 s
stress voltage: 2.0 V; use voltage: 0.9 V
voltage exponent: 40
voltage factor in life: 7.439e+13
test area: 1e-06 cm2; chip area: 0.1 cm2
temperature: 398 K
chip eta at use voltage: 2359 years
t1: 0.236 years = 7.44e+06 s
t2: 33.5 years = 1.06e+09 s
required life: 10 years
permitted voltage, first fatal: 0.820 V
permitted voltage, second fatal: 0.928 V
permitted voltage ratio: 1.132
assumed hardening time of first spot: 10 years
rate ratio g with hardening: 236.9
t2 with hardening: 2.25 years
gain with hardening: 9.5
hardening time needed for required life: 229 years
gain if hardening time equals eta (g=2): 100.5
triggered fraction q: 0.01; critical q=H2/2: 0.0071
gain with triggering: 73.6
t2 with triggering: 17.4 years
rate variance v: 0.5; gain with spread: 116.4
slope 0.9: gain 246.4, t1 0.0236 years, t2 5.8 years
slope 1.1: gain 90.5, t1 1.5520 years, t2 140.5 years
exponent 38: t1 0.0478 years, t2 6.79 years
activation energy: 0.6 eV
both times divided by, 10 K hotter: 1.54
t2 when 10 K hotter: 21.8 years
tunnel current density: 1.0 A/cm2
chip tunnelling current: 0.10 A
spot current: 10 uA
spot / chip tunnelling current: 1.0e-04
transistor on-current: 50 uA
spot / transistor on-current: 0.20
```
